# Mean Residence Time of Adatoms on a Circular Island

A calculation of second-layer nucleation needs the time that an atom spends on top of an island before it steps down. One must decide whether this time may be taken from diffusion to an absorbing edge, from slow crossing of the edge by a well-mixed population, or must contain both. The choice sets the number of adatoms available to meet one another. For a circular island the two contributions add, and their ratio tells when either may be dropped.

## Setting and assumptions

The island is a disk of radius $R$, area $A=\pi R^2$ and perimeter $P=2\pi R$. Atoms land on it with uniform flux $F$, counted per area and time. On top they diffuse with a uniform, isotropic coefficient $D$. They leave across the edge and by no other path: there is no desorption and no return from below.

The edge-crossing velocity $k>0$, taken to be the same all around the edge, is defined by

$$
\text{outward current per edge length}=k\,n(R),
$$

where $n$ is the number of adatoms per area, taken just inside the edge. Since $n$ is an inverse area and the current per length is an inverse length times an inverse time, $k$ is a velocity. On a lattice of spacing $a$, a value $k\ll D/a$ describes an edge that turns most arriving atoms back.

Three further assumptions enter. The radius is much larger than the lattice spacing, so that continuum diffusion applies. The adatoms are independent, so no nucleus forms on top. The radius changes little during one stay, which requires $\tau\,|dR/dt|\ll R$, with $\tau$ the mean residence time.

**Theorem.** Under these assumptions, the time from landing to crossing, averaged over atoms and over uniformly distributed landing points, is

$$
\tau=\frac{R^2}{8D}+\frac{R}{2k}.
$$

The proof first finds the steady density under deposition. Divided by $F$, this density turns out to be the mean residence time as a function of the landing point.

## Lemma 1: the steady density

**Lemma 1.** The steady adatom density is

$$
n(r)=F\,g(r),\qquad g(r)=\frac{R^2-r^2}{4D}+\frac{R}{2k}.
$$

**Proof.** The radial current density is $J(r)=-D\,dn/dr$, positive outward. In the steady state, all atoms landing inside a circle of radius $r$ must flow out through it:

$$
2\pi r\,J(r)=F\pi r^2
\quad\Longrightarrow\quad
-D\frac{dn}{dr}=\frac{Fr}{2}.
$$

At $r=R$ the current must equal $k\,n(R)$. Hence

$$
k\,n(R)=\frac{FR}{2}
\quad\Longrightarrow\quad
n(R)=\frac{FR}{2k}.
$$

Integrating $dn/dr=-Fr/(2D)$ from $r$ to $R$ gives

$$
n(R)-n(r)=-\frac{F}{2D}\int_r^R r'\,dr'
=-\frac{F(R^2-r^2)}{4D}.
$$

Moving $n(r)$ to one side and inserting $n(R)$ gives the stated density. $\square$

The density falls from centre to edge because a gradient is needed to carry the current. The ratio

$$
\frac{n(0)}{n(R)}=1+\frac{R^2/(4D)}{R/(2k)}=1+\frac{kR}{2D}
$$

measures how far the population is from being well mixed. It is nearly flat when $kR/D\ll1$.

## Lemma 2: dependence on the landing point

**Lemma 2.** An atom landing at distance $r_0$ from the centre has mean residence time $T(r_0)=g(r_0)$.

**Proof.** Let $p(\mathbf r,t)$ be the probability density for finding this atom at $\mathbf r$ on the island at time $t$ after landing. It obeys

$$
\frac{\partial p}{\partial t}=D\nabla^2p,
\qquad
-D\frac{\partial p}{\partial r}=k\,p\quad\text{at }r=R,
$$

and starts concentrated at the landing point. The survival probability is $S(t)=\int p\,dA$, the integral running over the disk.

The function $g$ has two properties that are needed here. In two dimensions $\nabla^2r^2=4$, so $D\nabla^2g=-1$. At the edge, $g=R/(2k)$ and $D\,dg/dr=-R/2$.

Consider the average of $g$ over the atom's position, $G(t)=\int g\,p\,dA$. Green's identity moves the Laplacian from $p$ to $g$:

$$
\frac{dG}{dt}=\int g\,D\nabla^2p\,dA
=\int p\,D\nabla^2g\,dA
+\oint D\left(g\frac{\partial p}{\partial r}-p\frac{dg}{dr}\right)ds.
$$

The integrand on the edge is

$$
g\,(-kp)-p\left(-\frac R2\right)
=-\frac{R}{2k}\,kp+\frac R2\,p=0.
$$

The remaining integral is $-\int p\,dA=-S$. Thus $dG/dt=-S(t)$. Since $G(0)=g(r_0)$, integration over time gives

$$
\int_0^tS(t')\,dt'=g(r_0)-G(t).
$$

Both $g$ and $p$ are non-negative, so $G(t)\ge0$ and the integral of $S$ never exceeds $g(r_0)$. It therefore converges. Because $S$ cannot increase, convergence requires $S(t)\to0$. The largest value of $g$ is $g(0)$, so $0\le G(t)\le g(0)S(t)$, and $G(t)\to0$ as well. Hence

$$
\int_0^\infty S(t)\,dt=g(r_0).
$$

It remains to identify the left side with the mean time. The probability of leaving between $t$ and $t+dt$ is $-(dS/dt)\,dt$, and integration by parts gives

$$
T(r_0)=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=-\bigl[tS\bigr]_0^\infty+\int_0^\infty S\,dt.
$$

The bracket vanishes at $t=0$. At late times, the fact that $S$ does not increase gives $\tfrac12 tS(t)\le\int_{t/2}^{t}S\,dt'$, and the right side tends to zero because the whole integral converges. Thus $T(r_0)=g(r_0)$. A landing point on the edge is the limit of points inside it. $\square$

## Proof of the theorem

For uniform deposition, the fraction of atoms landing between $r$ and $r+dr$ is $2\pi r\,dr/(\pi R^2)=2r\,dr/R^2$. Therefore

$$
\tau=\frac{2}{R^2}\int_0^R
\left[\frac{R^2-r^2}{4D}+\frac{R}{2k}\right]r\,dr.
$$

The first part contains

$$
\int_0^R(R^2-r^2)\,r\,dr=\frac{R^4}{2}-\frac{R^4}{4}=\frac{R^4}{4},
$$

and contributes $(2/R^2)(1/4D)(R^4/4)=R^2/(8D)$. The second part is constant in $r$, and its average is $R/(2k)$. Their sum is the theorem. $\square$

**Corollary.** The steady mean number of adatoms on the island is $N=FA\tau$.

**Proof.** By Lemma 1, $N=\int n\,dA=F\int g\,dA$. The average of $g$ over the disk is $\tau$, so $\int g\,dA=A\tau$. $\square$

The corollary states that the population equals the arrival rate $FA$ times the mean stay. Written out, $N=\pi F\,[R^4/(8D)+R^3/(2k)]$. At fixed flux, the population thus grows as $R^3$ when crossing is slow and as $R^4$ when diffusion limits the escape.

## Remark 1: the two limits

For $k\to\infty$ the edge absorbs each atom that reaches it, and $\tau\to R^2/(8D)$. An atom landing at the centre then needs $R^2/(4D)$, twice the average. The factor $1/8$ therefore belongs to uniform landing and not to diffusion on a disk in general. A different distribution of landing points requires a new average of $T(r)$.

For $kR/D\to0$ an atom explores the whole island before it crosses. The density is flat, each atom leaves at the rate $kP/A$, and

$$
\tau\to\frac{A}{kP}=\frac{\pi R^2}{2\pi Rk}=\frac{R}{2k}.
$$

This term is also the mean stay of an atom that lands at the edge, for any $D$. The reason follows from integrating $D\nabla^2T=-1$ over the disk. The divergence theorem and the edge condition $-D\,dT/dr=kT$ give $kP\,T(R)=A$, from which $D$ has dropped out. An atom that climbs back from below would begin another stay, which the theorem does not count. On a lattice it arrives on the last row of sites and not on the continuum boundary, so this stay has mean length $R/(2k)$ only when $k\ll D/a$.

The two terms are equal when

$$
\frac{R^2}{8D}=\frac{R}{2k}
\quad\Longrightarrow\quad
R_\times=\frac{4D}{k}.
$$

The share of the residence time due to finite crossing velocity is

$$
\frac{R/(2k)}{\tau}=\frac{1}{1+kR/(4D)}=\frac{1}{1+R/R_\times}.
$$

Small islands are limited by crossing and large islands by diffusion. To neglect the crossing term with an error below ten per cent of $\tau$, one needs $R>9R_\times$. To neglect the diffusion term with the same relative error, one needs $R<R_\times/9$.

## Remark 2: what $k$ means on a lattice

Take a square lattice of spacing $a$, with hop rate $h$ to each neighbouring site on the island. The mean square displacement along one axis grows as $2ha^2t$, and comparison with $2Dt$ gives $D=a^2h$. Let each bond leading outward across the edge be crossed at rate $h'$.

If $h'\ll h$ and the density is nearly flat along the edge, each edge site holds $na^2$ atoms on average. With $B$ outward bonds, equating the lattice and continuum currents gives

$$
h'B\,na^2=k\,n\,2\pi R
\quad\Longrightarrow\quad
k=\frac{h'Ba^2}{2\pi R}.
$$

A disk cut from the lattice has about $2R/a$ rows, each with two outward bonds, and as many columns. Thus $B\approx8R/a$ and $k\approx(4/\pi)\,ah'$. This is an average around the edge. A straight edge along a lattice row has one bond per length $a$, and the same argument gives $k\approx ah'$.

An edge without an extra barrier, $h'=h$, does not make $k$ infinite. For a straight edge, place the continuum boundary half a spacing outside the last row. The current per length is $J=ah'n_{\text{last}}$, while the gradient lowers the density at the boundary to $n(R)=n_{\text{last}}-Ja/(2D)$. Dividing by $J$ and using $n(R)/J=1/k$ gives

$$
\frac1k=\frac{1}{ah'}-\frac{a}{2D}
=\frac{1}{ah'}-\frac{1}{2ah}.
$$

This gives a positive $k$ only for $h'<2h$. For $h'=h$ it is $k=2ah$. With this straight-edge value, the ratio of the crossing term to the diffusion term is $4D/(kR)=2a/R$. A disk cut from the lattice has edges of all orientations, which changes the numerical factor but not the order $a/R$, so the ratio is small for a large island. The absorbing edge is then a good approximation.

## Worked example

The following round parameters describe no particular material: $R=20$ nm, $D=10^4$ nm²/s, $k=10^3$ nm/s and $F=10^{-3}$ nm⁻² s⁻¹. The two terms are

$$
\frac{R^2}{8D}=\frac{400}{8\times10^4}\,\text{s}=5\,\text{ms},
\qquad
\frac{R}{2k}=\frac{20}{2\times10^3}\,\text{s}=10\,\text{ms}.
$$

Thus $\tau=15$ ms, or $0.015$ s. An absorbing edge would give one third of this time, and a well-mixed island two thirds. Neither approximation is adequate here, as expected from $R_\times=40$ nm, which is only twice the radius.

An atom landing at the centre stays $400/(4\times10^4)\,\text{s}+10\,\text{ms}=20$ ms on average, and one landing at the edge stays 10 ms. Multiplication by $F$ gives the steady densities: $2\times10^{-5}$ nm⁻² at the centre and $1\times10^{-5}$ nm⁻² at the edge. Their ratio is two, in accordance with $1+kR/(2D)$ for $kR/D=2$.

Other radii, with the same $D$ and $k$, show the change of regime:

| $R$ (nm) | $\tau$ (ms) | crossing share (%) |
|---:|---:|---:|
| 5 | 2.81 | 88.9 |
| 20 | 15.0 | 66.7 |
| 40 | 40.0 | 50.0 |
| 100 | 175 | 28.6 |

Even at 100 nm, more than a quarter of the time is due to the edge. The crossing share falls slowly because the two terms differ by a single power of $R$.

## Remark 3: the mean is not the whole distribution

The late decay of the survival probability follows from the slowest diffusion mode. A radial mode has the form $J_0(\mu r/R)\,e^{-t/\theta}$, where $J_0$ is a Bessel function. Insertion in the diffusion equation gives $\theta=R^2/(D\mu^2)$. Since $J_0'=-J_1$, the edge condition becomes

$$
\frac{D\mu}{R}J_1(\mu)=kJ_0(\mu)
\quad\Longrightarrow\quad
\mu J_1(\mu)=\frac{kR}{D}J_0(\mu).
$$

For the 20 nm island, a numerical search for the smallest positive root gives $\theta_1=15.6$ ms. This is slightly longer than the mean stay of 15.0 ms.

The order of these two times is general for uniform landing. Let $\phi_j$ be the radial modes and let angle brackets denote averages over the disk. The modes are orthogonal and complete for radial functions, so the uniform initial distribution has expansion coefficients $\langle\phi_j\rangle/\langle\phi_j^2\rangle$. Averaging the expanded distribution gives

$$
S(t)=\sum_jw_j\,e^{-t/\theta_j},
\qquad
w_j=\frac{\langle\phi_j\rangle^2}{\langle\phi_j^2\rangle}\ge0.
$$

Because $S(0)=1$, the weights add to one. Integration over time gives $\tau=\sum_jw_j\theta_j$, a weighted average of lifetimes, which cannot exceed the longest one.

## Remark 4: a disk with explicit hops

The continuum result can be compared with a lattice disk made of all sites closer than $100a$ to a central site. It has 31,397 sites and 796 outward bonds. The radius of a circle of equal area is $R=99.97a$. For $h'=0.01h$, the current argument of Remark 2 gives $k=0.01267\,ah$, close to the estimate $(4/\pi)ah'=0.01273\,ah$.

The mean residence time $T_i$ from site $i$ obeys a linear equation: the sum of $h(T_i-T_j)$ over its island neighbours $j$, plus $h'T_i$ for each outward bond, equals one. Solving these equations by sparse elimination and averaging over all sites gives $5186/h$. The theorem gives

$$
\tau=\frac{1249}{h}+\frac{3944}{h}\approx\frac{5194}{h},
$$

where the sum was formed before rounding. The lattice value is lower by 0.15% of the continuum value.

The difference, about $-8/h$, is not explained by the half-spacing correction of Remark 2 alone. For a straight edge that correction would change $R/(2k)$ by $-R/(4ah)$, or about $-25/h$ at this radius. A second effect acts in the opposite direction. The density of outward bonds varies with angle around the lattice disk, so $k$ is not uniform as the theorem assumes, and this variation lengthens the mean stay. It grows faster with radius than the half-spacing term: for the same $h'$ and a radius of $300a$, the lattice value lies slightly above the continuum value. The sign found at $100a$ is therefore not general.

## Remark 5: use in second-layer nucleation

The residence time is not a nucleation rate. It supplies the population from which nuclei form, as long as nucleation is rare enough to leave that population undisturbed. In the worked example the island area is 1257 nm², the arrival rate is $FA=1.257$ s⁻¹, and

$$
N=FA\tau=1.257\times0.015\approx0.019.
$$

Suppose that atoms arrive independently of one another. The probability that a new atom finds the island occupied cannot exceed the mean number already present, $N$. The mean number of later arrivals during its own stay is also $FA\tau=N$. The probability that it shares the island with any other atom is therefore at most $2N$, or about 4%. For a typical atom, the assumption of independent adatoms is justified.

This does not exclude nucleation on the island over a long time. Arrivals continue at more than one per second, and the small chance of an encounter is offered again with each of them. A nucleation rate also requires the probability that two atoms present together meet before one leaves, and, if a pair is unstable, the probability that it grows. Once a stable nucleus exists, it captures adatoms, and the edge is no longer their only destination. The theorem then ceases to describe their stay on the island.
